**Interlayer exchange from real and imaginary energies**

The program computes the coupling \(J=(\Omega_{AP}-\Omega_P)/\text{area}\) of two free-electron ferromagnets across a spacer of thickness \(D\), with a delta barrier of strength \(b\) at each interface. It evaluates the same grand-potential difference along real energies up to the chemical potential \(\mu\) and along \(\mu+i\omega\). It asserts that the finite-temperature formula agrees, within a relative tolerance of \(10^{-3}\), with the coupling obtained from the energy levels of a large closed box. Further assertions cover the in-plane integral, the bound \(|r|<1\) on sampled energies in the upper half-plane, the quadratic low-temperature correction and the resonance widths. Both energy paths must reach the 400-point imaginary-axis reference to a relative error below \(10^{-6}\). In the four cases shown, the imaginary path needs 22 to 32 points and the real path 23170 to 262144. The real-path count grows roughly as the inverse width of the narrowest resonance, while placing a resonance at \(\mu\) raises the imaginary-path count for \(b=8\) only from 22 to 32.

## Numerical check

```python
# Result under test: the interlayer exchange J = (Omega_AP - Omega_P)/area
# of two ferromagnets across a spacer is the same on both energy paths,
#   J = 1/(2 pi^2) Im int (mu-E) dF(E) dE                (real energies)
#     = -1/(2 pi^2) int_0^inf w Im dF(mu+i w) dw          (imaginary axis),
# but sharp quantum-well resonances make only the first one expensive.
# dF: difference AP - P of the logarithms of the multiple-reflection factors
# mu: chemical potential; V_UP, V_DOWN: ferromagnet potentials (spacer: 0)
# barrier: strength b of the delta barrier at each interface
# D: spacer thickness; T: temperature as an energy. Hartree atomic units.
import numpy as np
from scipy import constants, integrate, special

MU, V_UP, V_DOWN = 0.5, -0.4, -0.1
K_FERMI = np.sqrt(2 * MU)


def reflection(E, V, barrier):
    E = np.asarray(E, dtype=complex)
    k, q = np.sqrt(2 * E), np.sqrt(2 * (E - V))
    return (k - q - 2j * barrier) / (k + q + 2j * barrier)


def log_difference(E, barrier, D):
    E = np.asarray(E, dtype=complex)
    trip = np.exp(2j * np.sqrt(2 * E) * D)
    up = reflection(E, V_UP, barrier)
    down = reflection(E, V_DOWN, barrier)
    return (2 * np.log(1 - up * down * trip)
            - np.log(1 - up**2 * trip) - np.log(1 - down**2 * trip))


def half_line_rule(n, scale):
    t = np.linspace(-3.0, 5.0, n)
    x = scale * np.exp(t - np.exp(-t))
    return x, x * (1 + np.exp(-t)) * (t[1] - t[0])


def interval_rule(n, a, b):
    t = np.linspace(-3.2, 3.2, n)
    u = 0.5 * np.pi * np.sinh(t)
    x = 0.5 * (a + b) + 0.5 * (b - a) * np.tanh(u)
    w = 0.25 * np.pi * (b - a) * np.cosh(t) / np.cosh(u)**2
    return x, w * (t[1] - t[0])


def coupling_imaginary(n, barrier, D):
    w, weight = half_line_rule(n, K_FERMI / (2 * D))
    f = log_difference(MU + 1j * w, barrier, D).imag
    return -np.sum(weight * w * f) / (2 * np.pi**2)


def coupling_real(n, barrier, D):
    total = 0.0
    n_low = n // 4
    for m, a, b in ((n_low, V_UP, V_DOWN), (n - n_low, V_DOWN, MU)):
        E, weight = interval_rule(m, a, b)
        f = log_difference(E, barrier, D).imag
        total += np.sum(weight * (MU - E) * f)
    return total / (2 * np.pi**2)


def coupling_thermal(T, barrier, D):
    count = int(13.0 / (2 * np.pi * T)) + 1
    matsubara = (2 * np.arange(count) + 1) * np.pi * T
    x, weight = half_line_rule(161, K_FERMI / (2 * D))
    E = MU + 1j * (matsubara[:, None] + x[None, :])
    return -T / np.pi * np.sum(log_difference(E, barrier, D).imag * weight)


def box_end_value(E, V_left, V_right, barrier, D, L_left, L_right):
    """Wave function at the right wall, started from zero at the left wall."""
    E = np.asarray(E, dtype=complex)
    k = np.sqrt(2 * E)
    ql, qr = np.sqrt(2 * (E - V_left)), np.sqrt(2 * (E - V_right))
    psi = L_left * np.sinc(ql * L_left / np.pi)
    slope = np.cos(ql * L_left) + 2 * barrier * psi
    psi, slope = (psi * np.cos(k * D) + slope * D * np.sinc(k * D / np.pi),
                  slope * np.cos(k * D) - psi * k * np.sin(k * D))
    slope = slope + 2 * barrier * psi
    end = (psi * np.cos(qr * L_right)
           + slope * L_right * np.sinc(qr * L_right / np.pi))
    return end.real


def layer_grand_potential(level, T):
    """Grand potential per area of one subband, in-plane motion included."""
    return T**2 / (2 * np.pi) * special.spence(1 + np.exp((MU - level) / T))


def box_grand_potential(V_left, V_right, T, barrier, D, L_left, L_right):
    args = (V_left, V_right, barrier, D, L_left, L_right)
    E = np.linspace(V_UP + 1e-7, MU + 40 * T, 400001)
    sign = np.sign(box_end_value(E, *args))
    hit = np.nonzero(sign[:-1] * sign[1:] < 0)[0]
    low, high, sign_low = E[hit].copy(), E[hit + 1].copy(), sign[hit]
    for _ in range(45):
        middle = 0.5 * (low + high)
        same = np.sign(box_end_value(middle, *args)) == sign_low
        low = np.where(same, middle, low)
        high = np.where(same, high, middle)
    levels = 0.5 * (low + high)
    return np.sum(layer_grand_potential(levels, T)), len(levels)


def resonance(order, barrier, D):
    """Complex energy of a minority-spin well resonance, by iteration."""
    k = order * np.pi / D + 0j
    for _ in range(200):
        r = reflection(k**2 / 2, V_DOWN, barrier)
        k = (order * np.pi + 1j * np.log(-r)) / D
    r = reflection(k**2 / 2, V_DOWN, barrier)
    assert abs(r**2 * np.exp(2j * k * D) - 1) < 1e-10
    return k**2 / 2


def width_estimate(E_real, barrier, D):
    k, step = np.sqrt(2 * E_real), 1e-5
    r = reflection(E_real, V_DOWN, barrier)
    r_plus = reflection((k + step)**2 / 2, V_DOWN, barrier)
    r_minus = reflection((k - step)**2 / 2, V_DOWN, barrier)
    phase_slope = np.angle(r_plus / r_minus) / (2 * step)
    return -2 * k * np.log(abs(r)) / (D + phase_slope)


def points_needed(rule, reference, barrier, D):
    """First n with relative error below 1e-6 that the next n confirms."""
    first = None
    for j in range(37):
        n = int(8 * 2**(j / 2))
        error = abs(rule(n, barrier, D) / reference - 1)
        if error < 1e-6:
            if first is not None:
                return first
            first = n
        else:
            first = None
    raise AssertionError("quadrature did not reach the reference")


# Reflection amplitudes stay inside the unit circle in the upper half-plane.
rng = np.random.default_rng(1)
sample = rng.uniform(-3, 3, 20000) + 1j * rng.uniform(1e-3, 3, 20000)
largest_r = max(np.max(abs(reflection(sample, V, b)))
                for V in (V_UP, V_DOWN) for b in (0.5, 2.0, 8.0))
assert largest_r < 1

# In-plane integration of the grand potential of one subband.
T_BOX = 0.02
direct = integrate.quad(
    lambda e: -T_BOX / (2 * np.pi) * np.logaddexp(0, (MU - 0.2 - e) / T_BOX),
    0, 2.0, points=[0.3], epsabs=1e-13, limit=200)[0]
assert abs(direct / layer_grand_potential(0.2, T_BOX) - 1) < 1e-8

# Definition of J from the levels of a large closed box.
B_BOX, D_BOX, L_LEFT, L_RIGHT = 1.0, 7.0, 160.0, 177.0
omega = {}
for left in (V_UP, V_DOWN):
    for right in (V_UP, V_DOWN):
        omega[left, right] = box_grand_potential(
            left, right, T_BOX, B_BOX, D_BOX, L_LEFT, L_RIGHT)
J_box = (omega[V_UP, V_DOWN][0] + omega[V_DOWN, V_UP][0]
         - omega[V_UP, V_UP][0] - omega[V_DOWN, V_DOWN][0])
J_thermal = coupling_thermal(T_BOX, B_BOX, D_BOX)
assert abs(J_box / J_thermal - 1) < 1e-3

# Leading low-temperature correction.
T_LOW = 0.001
J_zero = coupling_imaginary(400, B_BOX, D_BOX)
shift = coupling_thermal(T_LOW, B_BOX, D_BOX) - J_zero
shift_law = T_LOW**2 / 12 * float(log_difference(MU, B_BOX, D_BOX).imag)
assert abs(shift / shift_law - 1) < 0.02

print(f"mu, V_up, V_down = {MU}, {V_UP}, {V_DOWN} hartree")
print(f"Largest |r| sampled in upper half-plane = {largest_r:.6f}")
print(f"Box test: b = {B_BOX}, D = {D_BOX} bohr, T = {T_BOX} hartree")
print(f"Box ferromagnet thicknesses = {L_LEFT}, {L_RIGHT} bohr")
print(f"Box levels used, up-up = {omega[V_UP, V_UP][1]}")
print(f"J from box levels      = {J_box:.8e} hartree/bohr^2")
print(f"J from Matsubara sum   = {J_thermal:.8e} hartree/bohr^2")
print(f"J at T = 0, same layers = {J_zero:.8e} hartree/bohr^2")
print(f"Thermal shift at T = {T_LOW}: {shift:.5e} hartree/bohr^2")
print(f"Quadratic law for shift: {shift_law:.5e} hartree/bohr^2")

# Comparison of the two energy paths.
hartree = constants.physical_constants["Hartree energy"][0]
bohr = constants.physical_constants["Bohr radius"][0]
to_mJ = 1e3 * hartree / bohr**2
D_MAIN = 10.0
r_mu = reflection(MU, V_DOWN, 8.0)
D_TUNED = (2 * np.pi - np.angle(r_mu)) / K_FERMI
cases = [(2.0, D_MAIN), (4.0, D_MAIN), (8.0, D_MAIN), (8.0, D_TUNED)]
needed_real, needed_imag, widths = [], [], []
for barrier, D in cases:
    J = coupling_imaginary(400, barrier, D)
    pole = resonance(1, barrier, D)
    width = -2 * pole.imag
    estimate = width_estimate(pole.real, barrier, D)
    assert abs(width / estimate - 1) < 0.01
    n_imag = points_needed(coupling_imaginary, J, barrier, D)
    n_real = points_needed(coupling_real, J, barrier, D)
    needed_imag.append(n_imag)
    needed_real.append(n_real)
    widths.append(width)
    print(f"Case b = {barrier}, D = {D:.5f} bohr:")
    print(f"  J = {J:.8e} hartree/bohr^2 = {J * to_mJ:.5e} mJ/m^2")
    print(f"  lowest resonance E = {pole.real:.6f} hartree")
    print(f"  its width {width:.5e}, estimate {estimate:.5e} hartree")
    print(f"  points for 1e-6: imaginary {n_imag}, real {n_real}")

assert max(needed_imag) <= 128
growth = needed_real[2] / needed_real[0]
inverse_width_growth = widths[0] / widths[2]
assert growth > 5
assert 0.4 < growth / inverse_width_growth < 3
print(f"Real points, b = 8 over b = 2: factor {growth:.2f}")
print(f"Inverse width, b = 8 over b = 2: factor {inverse_width_growth:.2f}")

pole_mu = resonance(3, 8.0, D_TUNED)
width_mu = -2 * pole_mu.imag
assert abs(pole_mu.real - MU) < width_mu
print(f"Tuned case: E_res - mu = {pole_mu.real - MU:.3e} hartree")
print(f"Tuned case: width at mu = {width_mu:.5e} hartree")

J_sharp = coupling_imaginary(400, 8.0, D_MAIN)
errors = {}
print("Relative errors for b = 8, D = 10 bohr:")
for name, rule, sizes in (
        ("imaginary", coupling_imaginary, (12, 16, 24, 32)),
        ("real", coupling_real, (100, 1000, 10000, 100000))):
    for n in sizes:
        errors[name, n] = abs(rule(n, 8.0, D_MAIN) / J_sharp - 1)
        print(f"  {name} path, {n} points: {errors[name, n]:.2e}")
assert errors["imaginary", 32] < errors["real", 10000]

print("no test failed")
```

Printed output:

```
mu, V_up, V_down = 0.5, -0.4, -0.1 hartree
Largest |r| sampled in upper half-plane = 0.997152
Box test: b = 1.0, D = 7.0 bohr, T = 0.02 hartree
Box ferromagnet thicknesses = 160.0, 177.0 bohr
Box levels used, up-up = 201
J from box levels      = 4.82810342e-07 hartree/bohr^2
J from Matsubara sum   = 4.82810409e-07 hartree/bohr^2
J at T = 0, same layers = 5.31672239e-07 hartree/bohr^2
Thermal shift at T = 0.001: -1.18533e-10 hartree/bohr^2
Quadratic law for shift: -1.18524e-10 hartree/bohr^2
Case b = 2.0, D = 10.00000 bohr:
  J = 2.15686615e-08 hartree/bohr^2 = 3.35801e-02 mJ/m^2
  lowest resonance E = 0.044837 hartree
  its width 1.12449e-03, estimate 1.12446e-03 hartree
  points for 1e-6: imaginary 22, real 23170
Case b = 4.0, D = 10.00000 bohr:
  J = -1.73421242e-09 hartree/bohr^2 = -2.69998e-03 mJ/m^2
  lowest resonance E = 0.046981 hartree
  its width 3.08838e-04, estimate 3.08838e-04 hartree
  points for 1e-6: imaginary 32, real 65536
Case b = 8.0, D = 10.00000 bohr:
  J = -2.92866090e-10 hartree/bohr^2 = -4.55961e-04 mJ/m^2
  lowest resonance E = 0.048139 hartree
  its width 8.07503e-05, estimate 8.07503e-05 hartree
  points for 1e-6: imaginary 22, real 262144
Case b = 8.0, D = 9.30052 bohr:
  J = -7.61156572e-10 hartree/bohr^2 = -1.18504e-03 mJ/m^2
  lowest resonance E = 0.055549 hartree
  its width 1.02557e-04, estimate 1.02557e-04 hartree
  points for 1e-6: imaginary 32, real 262144
Real points, b = 8 over b = 2: factor 11.31
Inverse width, b = 8 over b = 2: factor 13.93
Tuned case: E_res - mu = -1.880e-06 hartree
Tuned case: width at mu = 1.80090e-03 hartree
Relative errors for b = 8, D = 10 bohr:
  imaginary path, 12 points: 7.35e-04
  imaginary path, 16 points: 1.89e-04
  imaginary path, 24 points: 3.18e-07
  imaginary path, 32 points: 3.50e-10
  real path, 100 points: 1.43e+02
  real path, 1000 points: 1.36e+02
  real path, 10000 points: 9.01e+02
  real path, 100000 points: 7.25e-01
no test failed
```
